# Why vacuum-induced dipoles attract: the Casimir-Polder potential from correlated fields

**Question.** Two neutral molecules without permanent dipoles sit in the electromagnetic vacuum. The vacuum field averages to zero at each of them, and so do the dipoles it induces. Why do the molecules nevertheless attract, and how does the energy follow from the vacuum fields at the two places and the retarded dipole coupling?

**Answer.** The mean field vanishes, but the product of the fields at two points does not. At large distance, where the dipoles follow the field with their static polarizabilities, its sign makes the induced dipoles favour attractive arrangements. To turn this into the full potential, one must also let the dipoles respond resonantly and scatter the field to each other.

Let molecules A and B be in their ground states at distance $R$, with isotropic polarizabilities $\alpha_A(\omega)$ and $\alpha_B(\omega)$, no overlap of their charge clouds, and zero temperature. I use atomic units with $4\pi\varepsilon_0=1$, the time factor $e^{-i\omega t}$, and $k=\omega/c$.

## The field of one dipole at the other

An oscillating dipole $\boldsymbol\mu$ has the Lorenz-gauge vector potential $\mathbf A=-ik\boldsymbol\mu f$, with $f=e^{ikr}/r$. The gauge condition $\nabla\cdot\mathbf A=ik\phi$ gives $\phi=-\boldsymbol\mu\cdot\nabla f$. The field $\mathbf E=ik\mathbf A-\nabla\phi$ is therefore $E_i=G_{ij}\mu_j$, with

$$G_{ij}=(\partial_i\partial_j+k^2\delta_{ij})\frac{e^{ikR}}{R}.$$

For a radial function, the second derivative is $f''$ along the axis and $f'/R$ across it. Here

$$f'=e^{ikR}\left(\frac{ik}{R}-\frac1{R^2}\right),\qquad
f''=e^{ikR}\left(-\frac{k^2}{R}-\frac{2ik}{R^2}+\frac{2}{R^3}\right).$$

Adding $k^2f$ gives

$$G_\parallel=2e^{ikR}\left(\frac1{R^3}-\frac{ik}{R^2}\right),\qquad
G_\perp=e^{ikR}\left(\frac{k^2}{R}+\frac{ik}{R^2}-\frac1{R^3}\right).$$

There are one parallel and two perpendicular components.

## The vacuum field at two points

A mode in volume $V$ has zero-point energy $\omega/2$, half of it electric. Thus $V\langle E^2\rangle/8\pi=\omega/4$, or $\langle E^2\rangle=2\pi\omega/V$. The sum over its two polarizations is $\delta_{ij}-\hat k_i\hat k_j$, which acts on $e^{i\mathbf k\cdot\mathbf R}$ as $(k^2\delta_{ij}+\partial_i\partial_j)/k^2$. The angular integral of the plane wave is $4\pi\sin(kR)/(kR)$. With mode density $V/8\pi^3$, the symmetrized correlation is

$$\langle E_i(A)E_j(B)\rangle=\int_0^\infty dk\,\frac{k^2}{8\pi^3}\,2\pi ck\,\frac{4\pi}{k^2}
(k^2\delta_{ij}+\partial_i\partial_j)\frac{\sin kR}{kR}
=\frac1\pi\int_0^\infty d\omega\,\mathrm{Im}\,G_{ij}.$$

The imaginary part of the tensor that gives a dipole's field thus also gives the vacuum correlation.

To evaluate the integral, include a factor $e^{-\eta k}$, turn the path to $k=i\kappa$, where $e^{ikR}$ decays, and let $\eta\to0$. Since $d\omega=ic\,d\kappa$ and $G(i\kappa)$ is real, the integral becomes $(c/\pi)\int d\kappa\,G(i\kappa)$. With $x=\kappa R$,

$$G_\parallel=\frac{2(1+x)e^{-x}}{R^3},\qquad G_\perp=-\frac{(1+x+x^2)e^{-x}}{R^3}.$$

The integrals over $x$ are $2(1+1)=4$ and $-(1+1+2)=-4$, so

$$\langle E_\parallel E_\parallel\rangle=+\frac{4c}{\pi R^4},\qquad
\langle E_\perp E_\perp\rangle=-\frac{4c}{\pi R^4}.$$

The coefficients are $\pm1.273$.

This is the mechanism when the dipoles follow the field with their static polarizabilities, that is, when $R$ is large compared with $c/\omega_0$ for the resonance frequencies $\omega_0$; at short distance the resonant response treated below supplies almost all of the energy. At large distance the resonant term does not become small on its own: as shown below, it is cancelled by the field-correlation term evaluated with frequency-dependent polarizabilities, and the static picture describes what remains. Along the axis the fields tend to agree, so the induced dipoles tend to lie head to tail. Across the axis the fields tend to oppose each other, so the dipoles tend to be antiparallel. Both arrangements lower the static energy $-\mu_iG_{ij}(0)\mu_j$, because $G_\parallel(0)=2/R^3$ and $G_\perp(0)=-1/R^3$.

## A first estimate, and what retardation does

For static polarizabilities, the energy in given fields is

$$W=\frac{\mu_A^2}{2\alpha_A}+\frac{\mu_B^2}{2\alpha_B}-\boldsymbol\mu_A\cdot\mathbf E_A-\boldsymbol\mu_B\cdot\mathbf E_B-\mu_{A,i}G_{ij}\mu_{B,j}.$$

Without coupling, its minimum is at $\boldsymbol\mu=\alpha\mathbf E$. Because $W$ is stationary there, its first-order change is the last term alone, with no further factor of one half. The equal-time correlation and the static tensor then give

$$-\alpha_A\alpha_B\frac{4c}{\pi R^7}\,[2\cdot1+2\cdot(-1)(-1)]=-\frac{16c\,\alpha_A\alpha_B}{\pi R^7}.$$

This has the right sign, but it treats the coupling as instantaneous. Each frequency has its own retarded coupling. Since the correlation at one frequency is real, the cycle average selects $\mathrm{Re}\,G$:

$$U_{\rm short}=-\frac1\pi\int_0^\infty d\omega\,\alpha_A\alpha_B\,\mathrm{Im}\,G_{ij}\,\mathrm{Re}\,G_{ij}.\tag{1}$$

I call this contraction, with real polarizabilities, the short rule. Because $2\,\mathrm{Im}\,G\,\mathrm{Re}\,G=\mathrm{Im}\,G^2$, it contains the imaginary part of $\mathrm{Tr}\,G^2$. On the rotated path

$$\mathrm{Tr}\,G^2=\frac{e^{-2x}}{R^6}\left[4(1+x)^2+2(1+x+x^2)^2\right]
=\frac{2e^{-2x}}{R^6}P(x),$$

$$P(x)=x^4+2x^3+5x^2+6x+3.$$

For static polarizabilities, the same convergence factor and rotation give $-(c\alpha_A\alpha_B/\pi R^7)\int_0^\infty dx\,e^{-2x}P(x)$. The integral is $\frac34+\frac34+\frac54+\frac32+\frac32=\frac{23}{4}$, so the energy is

$$U=-\frac{23c\,\alpha_A\alpha_B}{4\pi R^7}.$$

The coefficient falls from 5.093 to 1.830, a factor of 2.783, because the coupling is no longer instantaneous. Individual frequencies do not all lower the energy: the contribution to $U$ first changes from negative to positive at $kR=1.845$.

## Dipoles that respond resonantly

Real molecules have resonances, where a real polarizability diverges. Radiation damping removes the divergence, and it also shows what the short rule omits.

At coincident points, $\sin(kR)/R=k-k^3R^2/6+\dots$, so $\mathrm{Im}\,G_{ij}\to s\,\delta_{ij}$ with $s=k^3-k^3/3=\frac23k^3$. A dipole feels this part of its own field: $\mu=\alpha_{\rm bare}(E+is\mu)$. Hence $1/\alpha=1/\alpha_{\rm bare}-is$, and for real $\alpha_{\rm bare}$

$$\mathrm{Im}\,\alpha=s|\alpha|^2.\tag{2}$$

Once transients have decayed, the vacuum field sustains the dipole motion, including motion at resonance.

Take one Cartesian component and write $a=\alpha_A$, $b=\alpha_B$, $g=G$ and $h=\partial_RG$. Let $X$ and $Y$ be the vacuum fields at A and B, and $Z$ the gradient of $X$ along $R$. Then

$$\mu_A=a(X+g\mu_B),\qquad \mu_B=b(Y+g\mu_A).$$

With $D=1-abg^2$, the solution is

$$\mu_A=\frac{a(X+gbY)}D,\qquad \mu_B=\frac{b(Y+gaX)}D.$$

Apart from a common $1/\pi$, the spectral correlations are $\langle X^*X\rangle=\langle Y^*Y\rangle=s$, $\langle X^*Y\rangle=\langle Y^*X\rangle=\mathrm{Im}\,g$ and $\langle Y^*Z\rangle=\mathrm{Im}\,h$. The correlation $\langle X^*Z\rangle$ vanishes because the field correlation is even in the displacement. Therefore

$$\langle\mu_A^*\mu_B\rangle=\frac{a^*b}{|D|^2}\left[\mathrm{Im}\,g+gas+g^*b^*s+|g|^2ab^*\,\mathrm{Im}\,g\right].$$

Use (2) for $|a|^2s$ and $|b|^2s$, and set $m=abg$. Multiplied by $2i|D|^2$, the first three terms become

$$a^*b(g-g^*)+bg(a-a^*)+a^*g^*(b-b^*)=m-m^*.$$

The last term becomes $|m|^2(g-g^*)$. Since $D=1-mg$, the total equals $mD^*-m^*D$. Thus

$$\langle\mu_A^*\mu_B\rangle=\mathrm{Im}\,M,\qquad M=\frac{abg}{1-abg^2}.$$

The force on a dipole is $\mu_i\nabla E_i$ plus a total time derivative, which averages to zero. The field gradient at A is $Z+h\mu_B$, and $\langle\mu_A^*Z\rangle=M^*\,\mathrm{Im}\,h$. The force spectrum is then

$$M^*\,\mathrm{Im}\,h+h\,\mathrm{Im}\,M=\frac{M^*(h-h^*)+h(M-M^*)}{2i}=\mathrm{Im}(Mh).$$

Restoring $1/\pi$ and summing over components,

$$F=\frac1\pi\sum_i\int_0^\infty d\omega\,\mathrm{Im}\,\frac{\alpha_A\alpha_BG_i\,\partial_RG_i}{1-\alpha_A\alpha_BG_i^2}.\tag{3}$$

A positive $F$ would push A away from B.

## From the force to the potential

Keep the damping (2) while the path is turned. For $R>0$ and any nonzero frequency the field correlation obeys $|\mathrm{Im}\,G_i|<|s|$, so the coupling cannot cancel the damping. At $\omega=0$ both vanish, but there the denominators in (3) stay positive as long as $4\alpha_A(0)\alpha_B(0)<R^6$, which holds for well-separated molecules. No pole then reaches the real axis as the coupling is switched on from zero. The poles near the resonances therefore stay just below the axis. Without the damping, the complex $G^2$ in the denominator of (3) could push some of them above it. The point-dipole damping law also has a pole far up the imaginary axis; it moves to infinity as the radiative linewidth tends to zero. In that limit the path can be turned to $\omega=i\xi$. There $|\alpha_A\alpha_BG^2|\ll1$ for well-separated molecules, so the denominator in (3) may be replaced by 1. Making this replacement after the rotation matters, because close to a narrow resonance it need not be valid.

Since $G\,\partial_RG=\frac12\partial_RG^2$, $F=-dU/dR$ and $U(\infty)=0$,

$$U=-\frac1{2\pi}\int_0^\infty d\xi\,\alpha_A(i\xi)\alpha_B(i\xi)\,\mathrm{Tr}\,G^2(i\xi).$$

Inserting the trace gives the Casimir-Polder potential:

$$U(R)=-\frac1{\pi R^6}\int_0^\infty d\xi\,\alpha_A(i\xi)\alpha_B(i\xi)\,e^{-2x}P(x),\qquad x=\frac{\xi R}{c}.\tag{4}$$

A ground-state polarizability is a sum of terms proportional to $1/(\omega_n^2+\xi^2)$ with positive weights. Every factor in the integrand is positive, so $U<0$. At fixed $\xi$, both $|G_\parallel|$ and $|G_\perp|$ decrease with $R$, so the force is also attractive. An excited molecule can have negative weights, and this sign argument then fails.

## What the short rule leaves out

At leading order, (4) can be turned back to real frequencies, again with the factor $e^{-\eta k}$ and $\eta\to0$, because the integrand oscillates without decaying:

$$U=-\frac1{2\pi}\int_0^\infty d\omega\,\mathrm{Im}[\alpha_A\alpha_B\,\mathrm{Tr}\,G^2].$$

When the two molecules have no resonance frequency in common, the real part of $\alpha_A\alpha_B$ gives (1), with principal values at the resonances. The imaginary part gives an additional energy. For one oscillator per molecule,

$$\alpha(\omega)=\frac{\alpha^0\omega_0^2}{\omega_0^2-(\omega+i0)^2},\qquad
\mathrm{Im}\,\alpha=\frac\pi2\alpha^0\omega_0\,\delta(\omega-\omega_0).$$

If $\omega_A\ne\omega_B$, the extra term is

$$U_{\rm res}=-\frac14\left[\alpha_A^0\omega_A\,\alpha_B(\omega_A)\,\mathrm{Re\,Tr}\,G^2(\omega_A)+(A\leftrightarrow B)\right].$$

At short distance $\mathrm{Tr}\,G^2\to6/R^6$. The frequency factors add to

$$\frac{\omega_A\omega_B^2-\omega_B\omega_A^2}{\omega_B^2-\omega_A^2}=\frac{\omega_A\omega_B}{\omega_A+\omega_B},$$

and hence

$$U_{\rm res}\to U_L=-\frac32\,\frac{\alpha_A^0\alpha_B^0}{R^6}\,\frac{\omega_A\omega_B}{\omega_A+\omega_B}.$$

This is the London energy. Formula (4) has the same limit: $P(0)=3$, and the integral of the two polarizabilities is $\frac\pi2\alpha_A^0\alpha_B^0\omega_A\omega_B/(\omega_A+\omega_B)$. The short rule therefore contributes a vanishing fraction at short distance. The resonant motion is also driven by the vacuum, but a real polarizability cannot describe it.

At large distance, $e^{-2x}$ restricts (4) to small $\xi$. The polarizabilities become static, and the $23/4$ law returns.

## Numbers for two model molecules

Take polarizability volumes of 1.5 and 3.0 Å$^3$ and transition energies of 10 and 7 eV. These are round model parameters. In electronvolts and angstroms,

$$U_L=-1.5\times1.5\times3.0\times\frac{10\times7}{10+7}\times\frac1{R^6}=-\frac{27.8}{R^6}.$$

At 10 Å this is $-2.78\times10^{-5}$ eV. The lengths $c/\omega_A=197.3$ Å and $c/\omega_B=281.9$ Å set the scale on which retardation enters. Equation (4) gives the following energies; the local power is $-d\ln|U|/d\ln R$.

| $R$ (Å) | $U$ (eV) | London (eV) | Far law (eV) | Power |
|---:|---:|---:|---:|---:|
| 10 | $-2.78\times10^{-5}$ | $-2.78\times10^{-5}$ | $-1.63\times10^{-3}$ | 6.00 |
| 300 | $-3.14\times10^{-14}$ | $-3.81\times10^{-14}$ | $-7.43\times10^{-14}$ | 6.26 |
| 1000 | $-1.31\times10^{-17}$ | $-2.78\times10^{-17}$ | $-1.63\times10^{-17}$ | 6.68 |
| 10000 | $-1.62\times10^{-24}$ | $-2.78\times10^{-23}$ | $-1.63\times10^{-24}$ | 6.99 |

The full attraction is weaker than either limiting law. Replacing $\alpha(i\xi)$ by its larger static value gives the far law. Replacing $e^{-2x}P(x)$ by its value at $x=0$ gives the London law, and this too is an increase, because the derivative of $e^{-2x}P$ is $-e^{-2x}(2x^4+4x^2+2x)\leq0$.

The two real-frequency parts behave less simply. At 10 Å the short rule gives $-1.08\times10^{-9}$ eV, about 0.004% of the total. At 300 Å it is positive, $+4.13\times10^{-14}$ eV, and the resonant part is $-7.27\times10^{-14}$ eV. At 1000 Å the parts are $+6.066\times10^{-15}$ and $-6.079\times10^{-15}$ eV, each more than 400 times the magnitude of their sum. At large $R$, $\mathrm{Tr}\,G^2\to2k^4e^{2ikR}/R^2$, so the resonant part oscillates and decays slowly. The short rule must cancel it to leave the $R^{-7}$ attraction.

The numerical check also solves the damped, vacuum-driven dipoles directly in model units with $c=1$ and integrates their force spectrum across both resonances up to $\omega=4$; above that it uses the integrand of (3) on a path turned upward. The two spectra are compared at seven frequencies between 0.3 and 3. The total force is $-2.911\times10^{-8}$, against $-2.910\times10^{-8}$ from the slope of (4).

Formula (4) treats the molecules as point dipoles. Higher multipoles add terms such as $-C_8/R^8$ well before the charge clouds overlap: for two hydrogen atoms $C_6=6.50$ and $C_8=124.4$ atomic units, so this term is about 5% of the London energy at 10 Å, far more than the 0.06% retardation correction of the model pair at that distance. The formula also needs changes when charge clouds overlap, when permanent dipoles are present, or when thermal photons matter. Neglecting thermal photons requires $k_BT$ small compared with the transition energies and $k_BT\ll\hbar c/R$; the latter becomes more demanding as $R$ grows.

## Numbers as computed

```
VACUUM CORRELATION AND FAR-ZONE COEFFICIENTS
axial correlation, units c/R^4: 1.273
transverse correlation, units c/R^4: -1.273
static-tensor energy, units c aA aB/R^7: -5.093
retarded-tensor energy, units c aA aB/R^7: -1.830
static/retarded ratio: 2.783
first sign change of band energy, kR: 1.845
DRIVEN-DIPOLE FORCE TEST (c = 1, model units)
alpha0 of A and B: 0.0010, 0.0010
frequencies: 1.0, 1.4; R: 2.0
force from vacuum-driven dipoles: -2.9107e-08
force from Casimir-Polder energy: -2.9100e-08
ratio of the two forces: 1.00023
WORKED EXAMPLE: INPUTS
polarizability volumes A, B: 1.5, 3.0 angstrom^3
transition energies A, B: 10.0, 7.0 eV
speed of light: 137.036 atomic units
c/w_A: 197.3 angstrom
c/w_B: 281.9 angstrom
normal-mode shift at 10 angstrom: -2.77942e-05 eV
ENERGIES: R/angstrom, full/eV, London/eV, far law/eV, local power
     10  -2.7778e-05  -2.7794e-05  -1.6252e-03   6.001
    100  -2.6765e-11  -2.7794e-11  -1.6252e-10   6.062
    300  -3.1375e-14  -3.8126e-14  -7.4314e-14   6.260
   1000  -1.3067e-17  -2.7794e-17  -1.6252e-17   6.684
  10000  -1.6199e-24  -2.7794e-23  -1.6252e-24   6.993
 100000  -1.6252e-31  -2.7794e-29  -1.6252e-31   7.000
SPLIT: R/angstrom, short rule/eV, resonant part/eV, full/eV
     10  -1.07989e-09  -2.77774e-05  -2.77784e-05
    100  -1.20440e-12  -2.55610e-11  -2.67655e-11
    300   4.13430e-14  -7.27180e-14  -3.13751e-14
   1000   6.06582e-15  -6.07889e-15  -1.30666e-17
```
